# Why longer silicon-silicon runs absorb at lower energy

Suppose each silicon-silicon bond in a dielectric film is treated as an absorber of its own. Every run of such bonds then begins to absorb at the same photon energy, and a longer run merely absorbs more strongly. If a single bond needs 6.4 eV, a film with silicon-silicon defects should be transparent to a 5.0 eV curing lamp, however the defects are grouped. That conclusion fails because neighbouring bonds share an atom, and the sharing couples them. The Sandorfy C model contains this coupling and little else, and it can be solved for a run of any length.

## The model

Take $N$ silicon atoms in a row, joined by $M=N-1$ bonds. Each atom has four sp$^3$ hybrids. The model keeps only those that point along the backbone, two per bond: $a_j$ on the left atom of bond $j$ and $b_j$ on the right atom. The hybrids are taken as orthonormal, all have the same energy, which is set to zero, and each supplies one electron. Electrons move independently. There are two couplings:

- vicinal, between the two hybrids of one bond: $\langle a_j|H|b_j\rangle=-v$;
- geminal, between two hybrids on one atom: $\langle b_j|H|a_{j+1}\rangle=-g$.

Here $v$ and $g$ are positive magnitudes. The geminal coupling exists because a hybrid is not an eigenstate of the atom. Two sp$^3$ hybrids are $\tfrac12(s+p_x+p_y+p_z)$ and $\tfrac12(s+p_x-p_y-p_z)$. With atomic energies $E_s$ and $E_p$, the matrix element between them is
$$\tfrac14\left(E_s+E_p-E_p-E_p\right)=\tfrac14(E_s-E_p),$$
which is negative since $E_s<E_p$. Hence $g=(E_p-E_s)/4$.

The sign of $g$ does not affect the levels. Reversing the sign of both hybrids in every second bond reverses every geminal element and leaves every vicinal one alone. This is why the result involves magnitudes.

The claim is as follows. If $v>g$, the gap between the highest filled and lowest empty level is $2v$ for $N=2$, falls with each added atom, and tends to $2(v-g)$ from above.

## Solving the run

Write $a_j$ and $b_j$ also for the amplitudes of an orbital of energy $E$. The Schrödinger equation reads
$$E a_j=-v b_j-g b_{j-1},\qquad E b_j=-v a_j-g a_{j+1},$$
with $b_0=0$ and $a_{M+1}=0$, because there are no hybrids beyond the ends.

Changing the sign of all $b_j$ turns a solution at $E$ into one at $-E$, so levels come in pairs. None lies at zero: with $E=0$, the first equation and $b_0=0$ give $b_1=0$, then $b_2=0$ and so on, while the second does the same for the $a_j$ from the other end. The $2M$ electrons therefore fill the $M$ negative levels, and the gap is twice the smallest $|E|$.

Multiply the second equation by $E$ and insert the first:
$$E^2b_j=v(vb_j+gb_{j-1})+g(vb_{j+1}+gb_j)=(v^2+g^2)b_j+vg(b_{j-1}+b_{j+1}).$$
At $j=M$ this holds too if a fictitious $b_{M+1}$ is defined by $vb_{M+1}+gb_M=0$, which is the condition $a_{M+1}=0$.

The choice $b_j=\sin(jk)$ satisfies $b_0=0$. Since $\sin((j-1)k)+\sin((j+1)k)=2\cos k\,\sin(jk)$,
$$E^2=v^2+g^2+2vg\cos k,\qquad v\sin((M+1)k)+g\sin(Mk)=0.$$

Small $|E|$ needs $k$ near $\pi$, so put $k=\pi-q$. Then $\sin((M+1)k)=(-1)^M\sin((M+1)q)$ and $\sin(Mk)=-(-1)^M\sin(Mq)$. The end condition becomes
$$v\sin((M+1)q)=g\sin(Mq).$$
With $1-\cos q=2\sin^2(q/2)$ the energy is $E^2=(v-g)^2+4vg\sin^2(q/2)$. If $q_M$ is the smallest root in $(0,\pi)$, the gap is
$$\Delta_M=2\sqrt{(v-g)^2+4vg\sin^2(q_M/2)}.$$

Could a lower level have been missed? It would need $\cos q\ge1$. For $\cos q>1$, $q=i\kappa$ and the end condition is $v\sinh((M+1)\kappa)=g\sinh(M\kappa)$. For $v>g$ the left side is larger, so there is no solution. At $\cos q=1$ the amplitudes are $b_j=(-1)^j j$ and the condition is $v(M+1)=gM$, which also fails. Solutions with $\cos q\le-1$ would lie at higher $|E|$.

## Why the gap falls with every atom

Define
$$R_M(q)=\frac{\sin((M+1)q)}{\sin(Mq)},$$
so that the end condition is $R_M(q)=g/v$. Two properties settle the matter.

First, $R_M$ falls as $q$ grows on $0<q<\pi/(M+1)$. The identity $\sin((M+1)q)+\sin((M-1)q)=2\cos q\sin(Mq)$, divided by $\sin(Mq)$, gives
$$R_M=2\cos q-\frac{1}{R_{M-1}}.$$
$R_1=2\cos q$ falls. If $R_{M-1}$ is positive and falling, $-1/R_{M-1}$ falls as well, and so does $R_M$. Over the interval $R_M$ goes from $(M+1)/M$, which exceeds $g/v$, down to zero. It therefore meets $g/v$ once, and $q_M<\pi/(M+1)$.

Second, at fixed $q$ it falls with $M$. Expanding the numerator,
$$R_M=\cos q+\sin q\,\cot(Mq),$$
and the cotangent falls while its argument stays between $0$ and $\pi$.

Evaluate both ratios at $q_{M+1}$, where $(M+1)q_{M+1}<\pi$:
$$R_M(q_{M+1})>R_{M+1}(q_{M+1})=g/v=R_M(q_M).$$
Since $R_M$ falls with $q$, this means $q_{M+1}<q_M$. The gap grows with $q$, so $\Delta_{M+1}<\Delta_M$. And since $q_M<\pi/(M+1)$ tends to zero, $\Delta_M$ tends to $2(v-g)$ from above.

The approach to the limit follows from writing $(M+1)q=\pi-\delta$. The end condition is then $v\sin\delta=g\sin(\delta+q)$. For a long run both angles are small, so $\delta\approx gq/(v-g)$ and
$$q_M\approx\frac{\pi}{M+v/(v-g)},\qquad \Delta_M-2(v-g)\approx\frac{vg\,q_M^2}{v-g}.$$
The second expression comes from expanding the square root. The excess gap thus falls as the inverse square of the length once the run is long.

## What the added bonds do

The algebra has a simple picture. In each bond form $\sigma_j=(a_j+b_j)/\sqrt2$ at energy $-v$ and $\sigma_j^*=(a_j-b_j)/\sqrt2$ at $+v$. Neighbouring bonding orbitals touch through one geminal pair, so
$$\langle\sigma_j|H|\sigma_{j+1}\rangle=\tfrac12(-g)=-\tfrac g2,\qquad \langle\sigma_j^*|H|\sigma_{j+1}^*\rangle=+\tfrac g2.$$
A row of $M$ equal levels with neighbour coupling of magnitude $g/2$ spreads by $\pm g\cos(\pi/(M+1))$. The top of the filled set rises to $-v+g\cos(\pi/(M+1))$, and the bottom of the empty set sinks by the same amount. To first order in $g$,
$$\Delta_M\approx2v-2g\cos\frac{\pi}{M+1}.$$

The highest filled orbital is bonding inside each bond, but changes sign from one bond to the next. On every shared atom its two hybrids are out of phase, which costs geminal energy. A longer run lets the orbital come closer to paying the full cost $+g$. With $g=0$ the gap would remain $2v$ at every length.

The estimate omits mixing between bonding and antibonding orbitals, yet its limit is correct. The couplings of $\sigma_j^*$ to $\sigma_{j-1}$ and $\sigma_{j+1}$ are $-g/2$ and $+g/2$. In a long run these two neighbours have nearly equal amplitudes except close to the ends, where the orbital has little weight, so the effect of the couplings cancels in the limit.

A small gap produces absorption only if the transition is allowed. Reversing the run end to end exchanges $a_j$ with $b_{M+1-j}$. If the highest filled orbital has parity $p$, its partner, with all $b$ amplitudes reversed, has parity $-p$. The coordinate along the run is odd, so symmetry permits the transition for light polarized along it.

## Numbers for runs in a low-k film

Take $v=3.2$ eV and $g=1.2$ eV, rough effective values taken from methylated oligosilanes. They serve here as an illustration for silicon-silicon runs left as defects in an organosilicate film and have not been determined for such a film. For $N=2$ the gap is $2\times3.2=6.4$ eV.

For $N=3$ reflection symmetry gives a closed form. In the even orbitals $a_2=b_1$ and $b_2=a_1$, so $Ea_1=-vb_1$ and $Eb_1=-va_1-gb_1$. Eliminating $a_1$ gives $E^2+gE-v^2=0$. Its positive root is the lowest empty level, and doubling it gives
$$\Delta_2=2\sqrt{v^2+g^2/4}-g=2\sqrt{10.24+0.36}-1.2=5.31\ \text{eV}.$$

For longer runs the end condition is solved numerically by bracketing its root. At $N=6$, $q_5=0.4812$, so $\Delta_5=2\sqrt{4.00+15.36\sin^2(0.2406)}=4.41$ eV.

| $N$ | $q_M$ | gap (eV) | first order (eV) |
|---|---|---|---|
| 2 | 1.382 | 6.40 | 6.40 |
| 3 | 0.924 | 5.31 | 5.20 |
| 4 | 0.704 | 4.83 | 4.70 |
| 6 | 0.481 | 4.41 | 4.32 |
| 11 | 0.271 | 4.14 | 4.10 |
| 21 | 0.145 | 4.04 | 4.03 |

The limit is $2(3.2-1.2)=4.0$ eV. In wavelength, the onset moves from 194 nm at $N=2$ towards 310 nm. Nearly half of the total fall comes with the third atom. In this model a 5.0 eV photon exceeds the gap from $N=4$ on, which the picture of separate bonds misses.

The energy of the highest filled orbital can be split into its two parts. At $N=2$ the vicinal part is $-3.20$ eV and the geminal part zero. At $N=6$ they are $-3.14$ and $+0.94$ eV. Of the rise of 0.99 eV, 0.94 eV is geminal. The small vicinal change has a simple source: this part is $-2v\sum_j a_jb_j$, which reaches $-v$ only if $a_j=b_j$ in every bond. That holds at $N=2$ but in no longer run. For a normalized orbital it equals $-v+v\sum_j(a_j-b_j)^2$. The differences follow the slope of the envelope along the whole run and scale with $q_M$, so in a long run the deficit falls as $q_M^2$ and this part returns towards $-v$.

For the transition length, the magnitude of the matrix element of the coordinate along the run, place the atoms in a planar zigzag with tetrahedral angles and bonds of 2.35 Å. Put each hybrid's centre 0.60 Å from its atom along the bond. Along the axis of the zigzag the result is 0.47 Å at $N=2$ and 0.88 Å at $N=6$. The single bond at $N=2$ is tilted from that axis; along the bond itself the length is 0.58 Å. The transition is therefore allowed and does not fade over these lengths.

## When the couplings change order

At $v=g$ the end condition is $\sin((M+1)q)=\sin(Mq)$, whose smallest root is $q=\pi/(2M+1)$. The gap is $4v\sin(\pi/(4M+2))$ and closes as the run grows, in agreement with $2(v-g)=0$.

For $g>v$ the magnitude of the difference is not the limit. Once $gM>v(M+1)$, the equation $v\sinh((M+1)\kappa)=g\sinh(M\kappa)$ does have a solution. In a long run $e^\kappa\to g/v$, so $2\cosh\kappa\to g/v+v/g$ and
$$E^2=v^2+g^2-2vg\cosh\kappa\to0.$$
These levels belong to end hybrids whose vicinal bond is weaker than the coupling on the next atom. With the two values exchanged, the gap at $N=11$ is 0.0003 eV, whereas $2(g-v)$ would be 4.0 eV. Silicon runs belong to the other case, with the stronger coupling inside the bond.

## How far the model can be trusted for a film

The values of $v$ and $g$ were chosen to place the gaps where oligosilanes absorb: roughly 6 eV for a methylated disilane and roughly 4 eV for long chains. They are not atomic data. The chosen $g$ implies $E_p-E_s=4.8$ eV, well below the free silicon atom's rough 7 eV. The estimates below add one omitted effect at a time with $v$ and $g$ held fixed. Because fitted values already absorb part of these effects, the shifts measure sensitivity and are not corrections to be summed.

**Side bonds.** Each atom also has hybrids that bind side groups or the rest of the film. Give every pair of hybrids on an atom the coupling $-g$, and bind each side hybrid by 4.0 eV to a partner orbital at zero energy. Diagonalization then gives gaps of 4.5 eV at $N=2$, 3.6 eV at $N=6$ and 3.4 eV at $N=20$. With these side parameters, this is the largest of the changes considered here at $N=2$ and $N=6$. The gap still drops from $N=2$ to $N=20$, but by about half as much as without side bonds, and even $N=2$ lies below 5.0 eV. These numbers depend strongly on the side parameters: a side coupling of 6.0 eV gives 5.5, 4.0 and 3.7 eV, and a partner orbital at $-4$ eV with the 4.0 eV coupling gives 3.5, 2.3 and 2.0 eV.

**Electron interaction.** Let electrons on hybrids a distance $r$ apart repel by the Ohno form $U/\sqrt{1+(Ur/C)^2}$, with $C=e^2/4\pi\varepsilon_0$ and $U=6.0$ eV. Treat the ground state in mean field and the excited state as a mixture of single excitations. For one bond, with repulsion $V=5.41$ eV between its hybrids, the mean-field gap is $2v+V$. Electron-hole attraction removes $(U+V)/2$ and the singlet exchange term adds $U-V$. The excitation energy is
$$2v+\tfrac12(U-V)=6.4+0.3=6.7\ \text{eV}.$$
For longer runs the lowest excitation allowed along the run is 5.1 eV at $N=6$ and 4.9 eV at $N=11$. The downward trend survives, but 5.0 eV is now crossed between $N=6$ and $N=8$.

**Shape of the run.** Two hybrids on adjacent atoms that point away from their common bond also couple, by an amount that depends on the dihedral angle $\phi$. A hybrid's p part has weight $3/4$, and $8/9$ of it is perpendicular to the common bond. The angular part of the coupling is therefore $\tfrac34\cdot\tfrac89V_{pp\pi}\cos\phi=\tfrac23V_{pp\pi}\cos\phi$. With a rough $V_{pp\pi}=-0.5$ eV and this part alone, the $N=6$ gap of 4.4 eV becomes 4.1 eV for a fully extended run ($\phi=180^\circ$) and 4.6 eV for $\phi=60^\circ$ throughout. A part of the coupling that does not depend on $\phi$ is left out; at a rough $-0.15$ eV it would raise both gaps by about 0.15 eV. In the extended run the coupling is positive. In the long-run limit it joins hybrids of equal sign in the highest filled orbital, and so raises that level.

**Smaller effects at $N=6$.** Lowering the two end hybrids by 1.0 eV changes the gap by $-0.05$ eV. This does not show that neighbouring oxygen is a small effect: lowering the side partners by 2 to 4 eV in the side-bond model moves the same gap by 0.7 to 1.3 eV. For thermal motion at 300 K, take independent harmonic bonds of stiffness 10 eV/Å$^2$ between atoms of 28 u, and let $v$ vary as the inverse square of bond length. The root-mean-square stretch, zero-point motion included, is 0.06 Å. Random sampling of the bond lengths gives a spread of 0.15 eV in the gap. A field of 1 MV/cm along the run shifts the gap by $-0.002$ eV.

The threshold at $N=4$ is therefore a property of the chosen parameters, not a design rule for curing. A film would need couplings that include its side groups, electron interaction and the actual shapes of its runs. What the model does establish is the mechanism: each added bond lets the frontier orbitals make fuller use of the geminal coupling, and while $v>g$ this narrows the gap towards $2(v-g)$.

All numerical values are calculated from the stated model.
